# Hyperfine-Field Reduction by Collective Magnetic Excitations and Its Asymmetric Line Broadening

## 1. Definitions and conventions

A single-domain particle of volume $V$ carries a magnetic moment of fixed magnitude along the unit vector $\mathbf m$. Its magnetic anisotropy is uniaxial:

$$E(\theta)=KV\sin^2\theta,\qquad K>0, \tag{1}$$

where $\theta$ is the angle between $\mathbf m$ and the easy axis $z$. The two minima, at $\theta=0$ and $\theta=\pi$, are separated by a barrier of height $KV$ at $\theta=\pi/2$. At temperature $T$ the barrier is measured by

$$a=\frac{KV}{kT}. \tag{2}$$

The moment is classical and rigid: all atomic spins turn together. Its fluctuations inside one well are the collective magnetic excitations. There is no applied field and no interaction between particles.

The hyperfine field at a nucleus is collinear with $\mathbf m$. Its magnitude without collective excitations, at the same temperature, is $B_0$. The field that sets the observed splitting is $B$, and

$$b=\frac{B}{B_0},\qquad \delta=1-b. \tag{3}$$

Velocities are measured from the centre of the spectrum, and the quadrupole shift is neglected. A line that lies at $v_0$ for $B=B_0$ is said to move inward when it moves towards zero velocity.

## 2. Why the nucleus sees an average

A nuclear level with precession rate $\omega$ in the field $B_0$ has a polarization vector $\mathbf I$ that obeys

$$\frac{d\mathbf I}{dt}=\omega\,\mathbf m(t)\times\mathbf I. \tag{4}$$

The sign of $\omega$ absorbs the signs of the nuclear moment and of the hyperfine field. Let $\tau_w$ be the correlation time of the motion in one well and $\tau$ the time between reversals. Suppose that

$$|\omega|\tau_w\ll1\ll|\omega|\tau. \tag{5}$$

There is then an interval $\Delta t$ with $\tau_w\ll\Delta t\ll1/|\omega|$. During it $\mathbf I$ hardly turns, so it can be taken out of the integral of (4):

$$\mathbf I(t+\Delta t)-\mathbf I(t)\simeq
\omega\left[\int_t^{t+\Delta t}\mathbf m(t')\,dt'\right]\times\mathbf I(t)
\simeq\omega\,\Delta t\,\langle\mathbf m\rangle\times\mathbf I(t). \tag{6}$$

The second step holds because $\mathbf m$ explores the well many times in $\Delta t$, while the right-hand inequality in (5) keeps it in that well. The energy (1) does not depend on azimuth, so $\langle m_x\rangle=\langle m_y\rangle=0$. What remains is precession about $z$ at the rate $\omega\langle\cos\theta\rangle$, and therefore

$$b=\langle\cos\theta\rangle_{\rm well}. \tag{7}$$

In the opposite well the average field has the opposite sign. This reverses the order of the magnetic sublevels but leaves the set of line positions unchanged.

Each Zeeman energy is linear in the averaged field. If (5) holds for both the ground and the excited nuclear level, every line position scales by the same factor:

$$v=v_0b=v_0(1-\delta). \tag{8}$$

The two inequalities can be examined without replacing $\mathbf m(t)$ by its mean. Let $\mathbf G(\mathbf m,t)$ be the nuclear polarization per unit solid angle of moment directions. For a moment that diffuses over the sphere,

$$\frac{\partial\mathbf G}{\partial t}=\omega\,\mathbf m\times\mathbf G+\frac{1}{2\tau_n}\nabla\cdot\left[\nabla\mathbf G+\mathbf G\,\nabla\!\left(\frac{E}{kT}\right)\right], \tag{9}$$

where the derivatives act on the direction of $\mathbf m$, separately for each component of $\mathbf G$, and $\tau_n$ is the decay time of the mean moment when $E=0$. Gyromagnetic precession of the moment is left out of this model. Separating the azimuthal dependence and dividing the range of $\cos\theta$ into 200 cells turns (9) into a matrix problem. In the part that contains the mean polarization transverse to $z$, the imaginary parts of the least damped eigenvalues are the line frequencies.

For $\omega\tau_n=0.02$ and $a=15$ this grid puts the line at $0.9637\,\omega$, while the average over one well is $0.9639$. The small difference comes from the finite cells. For $a=1$ the least damped mode of this transverse part has zero frequency: reversal is now fast, the two wells average to zero, and the magnetic splitting has collapsed. Equation (7) therefore belongs to the blocked state.

## 3. The average over one well

In thermal equilibrium within the upper well, the Boltzmann factor multiplies the solid-angle element $2\pi\sin\theta\,d\theta$:

$$\langle\cos\theta\rangle=
\frac{\int_0^{\pi/2}\cos\theta\,e^{-a\sin^2\theta}\sin\theta\,d\theta}
{\int_0^{\pi/2}e^{-a\sin^2\theta}\sin\theta\,d\theta}. \tag{10}$$

Put $u=\cos\theta$, so that $\sin\theta\,d\theta=-du$ and $-\sin^2\theta=u^2-1$. The minus sign reverses the limits:

$$\langle\cos\theta\rangle=
\frac{\int_0^1u\,e^{a(u^2-1)}du}{\int_0^1e^{a(u^2-1)}du}. \tag{11}$$

The numerator is elementary because $u\,e^{au^2}$ is the derivative of $e^{au^2}/(2a)$:

$$\int_0^1u\,e^{a(u^2-1)}du=\frac{1-e^{-a}}{2a}. \tag{12}$$

In the denominator set $t=\sqrt a\,u$ and use the Dawson function $D(x)=e^{-x^2}\int_0^xe^{t^2}dt$:

$$\int_0^1e^{a(u^2-1)}du=\frac{e^{-a}}{\sqrt a}\int_0^{\sqrt a}e^{t^2}dt=\frac{D(\sqrt a)}{\sqrt a}. \tag{13}$$

The ratio of (12) to (13) is

$$b(a)=\frac{1-e^{-a}}{2\sqrt a\,D(\sqrt a)}. \tag{14}$$

### High barrier

For $a\gg1$ the Dawson function is expanded by parts. Define $J_n=\int_1^xt^{-2n}e^{t^2}dt$. Since $t^{-2n}e^{t^2}dt=d(e^{t^2})/(2t^{2n+1})$,

$$J_n=\left[\frac{e^{t^2}}{2t^{2n+1}}\right]_1^x+\frac{2n+1}{2}J_{n+1}. \tag{15}$$

The lower limit, and the part of the Dawson integral between 0 and 1, contribute terms of order $e^{-x^2}$ after multiplication by $e^{-x^2}$. They are smaller than any inverse power of $x$. Using (15) for $n=0,1,2,3$ gives

$$2xD(x)=1+\frac1{2x^2}+\frac3{4x^4}+\frac{15}{8x^6}+\dots \tag{16}$$

With $x^2=a$, write the right-hand side as $1+q$ and use $1/(1+q)=1-q+q^2-q^3+\dots$. The coefficient of $a^{-2}$ is $-\frac34+\frac14=-\frac12$. That of $a^{-3}$ is $-\frac{15}8+\frac34-\frac18=-\frac54$. Hence

$$b=1-\frac1{2a}-\frac1{2a^2}-\frac5{4a^3}-\dots, \tag{17}$$

and to first order in $kT/KV$

$$\boxed{\,B\simeq B_0\left(1-\frac{kT}{2KV}\right).\,} \tag{18}$$

This is Moerup's reduction. Its factor of two can be traced through equipartition. Near the minimum $E\simeq KV(m_x^2+m_y^2)$. Each quadratic term has mean energy $kT/2$, so $\langle m_x^2\rangle=\langle m_y^2\rangle=kT/(2KV)$. The projection on the axis is $\cos\theta\simeq1-\frac12(m_x^2+m_y^2)$, and the two transverse directions together remove $kT/(2KV)$.

### Range of the linear law

Equations (14) and (18) give:

| $KV/kT$ | well average | linear law |
|---:|---:|---:|
| 5 | 0.858 | 0.900 |
| 10 | 0.943 | 0.950 |
| 20 | 0.974 | 0.975 |
| 50 | 0.990 | 0.990 |

For the barriers in the table the linear law underestimates the reduction $\delta$. By (17) its leading error, relative to the linear reduction, is $(1/2a^2)/(1/2a)=1/a$. At $a=5$ the linear reduction is 0.100 and the full one 0.142, so higher terms matter there as well.

In the opposite limit, $a\to0$, $D(\sqrt a)\simeq\sqrt a$ and (14) tends to $\frac12$, the mean of $\cos\theta$ over a uniformly filled hemisphere. This is not an observable field: without a barrier the moment does not stay in one hemisphere, and (5) has failed.

At the low-temperature end, equipartition requires $kT$ to be large compared with the energy quantum of the uniform precession of the moment. If $K$ varies with temperature, (18) still holds at each temperature, but $B/B_0$ is no longer a straight line in $T$.

## 4. From volumes to line positions

In the linear regime,

$$\delta=\frac cV,\qquad c=\frac{kT}{2K}. \tag{19}$$

Every $\delta$ is positive, so each particle's line lies inside the position $v_0$. This inward displacement does not by itself say which side of the broadened line has the longer tail.

For a thin absorber with equal recoil-free fractions, a particle contributes in proportion to its volume. Let the number distribution be lognormal, with median $V_n$ and standard deviation $s$ of $\ln V$. With $y=\ln(V/V_n)$, the absorption weight is proportional to

$$e^ye^{-y^2/2s^2}=e^{s^2/2}e^{-(y-s^2)^2/2s^2}. \tag{20}$$

The weighted distribution $f(V)$ is again lognormal with the same $s$, and its median is $V_m=V_ne^{s^2}$.

Conservation of weight, $p(\delta)\,d\delta=f(V)\,|dV|$, together with $|dV/d\delta|=c/\delta^2=V^2/c$, gives

$$p(\delta)=\frac{V^2}{c}f(V),\qquad V=\frac c\delta. \tag{21}$$

Since $\ln\delta=\ln c-\ln V$, the variable $\ln\delta$ is Gaussian with the same width:

$$p(\delta)=\frac{1}{\delta s\sqrt{2\pi}}\exp\left[-\frac{\ln^2(\delta/\delta_m)}{2s^2}\right],\qquad \delta_m=\frac{kT}{2KV_m}. \tag{22}$$

## 5. The inward tail

Setting the derivative of $\ln p$ to zero gives $-1/\delta-\ln(\delta/\delta_m)/(s^2\delta)=0$, so the most probable shift is $\delta_me^{-s^2}$. The moments follow by completing the square, as in (20):

$$\langle\delta^n\rangle=\delta_m^n\,e^{n^2s^2/2}. \tag{23}$$

Let $g=e^{s^2}$. The mean is $\delta_mg^{1/2}$, and the variance is

$$\sigma_\delta^2=\delta_m^2(g^2-g)=\delta_m^2g(g-1). \tag{24}$$

The third central moment is

$$\langle\delta^3\rangle-3\langle\delta\rangle\langle\delta^2\rangle+2\langle\delta\rangle^3
=\delta_m^3g^{3/2}(g^3-3g+2), \tag{25}$$

and $g^3-3g+2=(g-1)^2(g+2)$. Division by $\sigma_\delta^3$ gives the skewness

$$\gamma=(g+2)\sqrt{g-1}>0. \tag{26}$$

The order mode, median, mean runs inward, and the longer tail points inward. The small particles make this tail, because dividing $V$ by a given factor changes $1/V$ more than multiplying $V$ by the same factor does. At one standard deviation in $\ln V$ the shifts are $\delta_me^{\pm s}$, so the ratio of the inner to the outer half-width is

$$\frac{e^s-1}{1-e^{-s}}=e^s. \tag{27}$$

### Condition for other distributions

Let $V_-<V_0<V_+$ be the quantiles $q$, $\frac12$ and $1-q$ of $f(V)$. The inner half-width is the larger when

$$\frac c{V_-}-\frac c{V_0}>\frac c{V_0}-\frac c{V_+}
\quad\Longleftrightarrow\quad
V_0>\frac{2}{1/V_-+1/V_+}. \tag{28}$$

The median must exceed the harmonic mean of the paired quantiles. For a distribution symmetric in $V$, the median is their arithmetic mean $A$, which exceeds the harmonic mean $H$ by $(V_+-V_-)^2/[2(V_++V_-)]$. For a lognormal distribution it is their geometric mean $\sqrt{AH}$, which also exceeds $H$. Both therefore broaden inward.

The condition can fail. Take $f(V)=3V^{-4}$ for $V>1$, in units of a sharp lower cutoff. Its quantile at cumulative weight $q$ is $(1-q)^{-1/3}$. The median is 1.260, while the harmonic mean of the quantiles at 15.9% and 84.1% is 1.346. The inner half-width is 0.596 of the outer one. In terms of $w=1/V$ the density is $3w^2$ on $0<w<1$: it ends sharply on the inner side and has its tail on the outer side. An inward tail is thus a property of the size distribution together with the $1/V$ law.

One inequality needs no shape assumption. With $\bar V=\langle V\rangle$,

$$\frac1V-\frac2{\bar V}+\frac V{\bar V^2}=\frac{(V-\bar V)^2}{V\bar V^2}\ge0. \tag{29}$$

Averaging gives $\langle1/V\rangle\ge1/\bar V$. In the linear regime (19), the centroid of the line positions therefore never lies outside the position for the mean volume.

## 6. The observed line

The absorption line is the superposition

$$\mathcal I(v)=\int f(V)\,\frac{h^2}{[v-v_0b(V)]^2+h^2}\,dV, \tag{30}$$

where $h$ is half the full width at half height for a single volume. For a narrow distribution its asymmetry can be found directly. Measure $x$ inward from the centroid in units of $h$, and let $\mu_2,\mu_3$ be the second and third central moments of the line positions in the same units. With $L=1/(1+x^2)$,

$$\mathcal I\simeq L+\frac{\mu_2}{2}L''-\frac{\mu_3}{6}L''',\qquad
L'''=\frac{24x(1-x^2)}{(1+x^2)^4}. \tag{31}$$

The $\mu_2$ term is even and broadens both sides equally. To lowest order the asymmetry comes from $\mu_3$. Near the top $\mathcal I$ varies as $-x^2-4\mu_3x$, so the peak moves to $x=-2\mu_3$, which is outward for $\mu_3>0$. At half height, $x=\pm1$, $L'''$ vanishes and the flanks do not move. Hence

$$\text{inner half-width}-\text{outer half-width}\simeq4\mu_3h. \tag{32}$$

Since the positions spread in proportion to $|v_0|$, the symmetric broadening grows as $v_0^2$ and the asymmetry as $|v_0|^3$ while this expansion holds.

## 7. Worked example

Take the model parameters $K=2.0\times10^4\ \mathrm{J/m^3}$, $T=50$ K and $B_0=50$ T. The absorption-weighted median diameter is 10 nm, and $s=0.4$. The number median is smaller, $10\,e^{-s^2/3}=9.48$ nm, because the diameter varies as $V^{1/3}$. For the weighted median,

$$V_m=\frac{\pi(10^{-8}\ \mathrm m)^3}{6}=5.236\times10^{-25}\ \mathrm{m^3},$$

$$a_m=\frac{1.0472\times10^{-20}\ \mathrm J}{6.903\times10^{-22}\ \mathrm J}=15.17,\qquad
\delta_m=\frac1{2a_m}=0.0330.$$

The linear law gives $50(1-0.0330)=48.35$ T, and (14) gives 48.22 T. At 20 K the values are 49.34 and 49.32 T.

Equations (22)–(26) give a most probable shift of 0.0281, a mean of 0.0357, a standard deviation of 0.0149 and a skewness of 1.32. The shift for the mean volume is 0.0304, below the mean shift as (29) requires. The half-width ratio (27) is $e^{0.4}=1.49$.

Blocking must hold across the distribution. Take the reversal time as $\tau=\tau_0e^a$ with $\tau_0=0.1$ ns, and require it to exceed 10 ns. The cutoff is $a=\ln100=4.61$. The lognormal weight below it is 0.14%, and a further 2.3% has reversal times within a factor of ten above it. A static sextet is an approximation for more weight than that. For the 14.4 keV transition of $^{57}$Fe, 1 mm/s corresponds to $7.3\times10^7$ rad/s. At the cutoff the product of the unreduced line frequency and $\tau$ is then 5.8 for a line at 8 mm/s but only 0.7 for a line at 1 mm/s, so inner lines need longer reversal times than outer ones. For about 11% of the weight the rate $1/\tau$ exceeds a tenth of the half-width $h=0.125$ mm/s used below. The constant prefactor is also a simplification: the slowest decay rate of the moment in the diffusion model (9), computed at $a=12$ and $a=16$, gives a mean slope $d\ln\tau/da\approx0.89$ instead of 1.

Now take unreduced lines at 8.0, 4.5 and 1.0 mm/s, equally spaced as for a transition between nuclear spins $\frac32$ and $\frac12$, with $2h=0.25$ mm/s. These are model positions; $^{57}$Fe in 50 T has its lines at 8.04, 4.66 and 1.28 mm/s. Each line is treated as isolated and static. The integral (30) was summed over a grid in $\ln V$ with the full average (14). Unblocked particles were removed and the remaining weight normalized. The peak and the half-widths, inner/outer from the peak, are in mm/s:

| $v_0$ | peak | at 1/2 height | at 1/10 height |
|---:|---:|---:|---:|
| 8.0 | 7.735 | 0.245 / 0.184 | 0.630 / 0.462 |
| 4.5 | 4.343 | 0.183 / 0.153 | 0.484 / 0.417 |
| 1.0 | 0.961 | 0.130 / 0.128 | 0.382 / 0.380 |

All three peaks have moved inward, and every inner half-width exceeds the outer one. The sign of the asymmetry survives line overlap and reversal, but the last digits do not. Overlap in a 3:2:1 sextet changes the innermost widths at 1/10 height to 0.407 / 0.398. Letting the moment jump between the two wells at the rate $1/\tau$, with the $^{57}$Fe velocity scale, lowers the outermost inner half-widths to 0.239 and 0.60 and raises the innermost difference at half height from about 0.002 to about 0.004 mm/s. The full widths at half height are 0.430, 0.335 and 0.258 mm/s, against 0.25 mm/s for a single volume. For the outermost line the inner half-width is $0.245/0.184=1.33$ times the outer one. The ratio 1.49 is a different measure: it compares quantile distances from the median of the line positions, in the linear law and without the Lorentzian.

The outermost peak has shifted by $8.0-7.735=0.265$ mm/s. The median particle, with the full average, shifts by $8.0(1-48.22/50)=0.285$ mm/s. Reading the field from this peak therefore gives a value closer to $B_0$ than the field of the median particle, and inverting the full average (14) returns too large a barrier, $KV/kT=16.2$. The linear law (18) gives $KV/kT=8.0/(2\times0.265)=15.1$, close to the true 15.17, but only because its own error happens to offset the displacement of the peak in this example. The direction of the bias depends on the line: the innermost peak lies near the centroid, inside the line of the median particle, and inverting (14) there gives 14.0, which is too small.

For the innermost line the standard deviation of the positions, 0.019 mm/s with the full average and the blocking cutoff, is small compared with $h=0.125$ mm/s, so (32) can be tried. With the linear law and no cutoff, the third moment in velocity units is $1.32(0.0149)^3=4.4\times10^{-6}\ (\mathrm{mm/s})^3$, and the predicted difference is $4(4.4\times10^{-6})/(0.125)^2=0.0011$ mm/s. The profile gives 0.0021 mm/s. The estimate has the right sign and order of magnitude, but two errors partly cancel in it. With the full average and the blocking cutoff the third moment is larger, and (32) gives 0.0030 mm/s. That is too much, because the long tail makes the higher moments matter even at this small spread. For a line at $v_0=0.25$ mm/s, (32) with the same full average and cutoff agrees with the profile to about 3%. For the outermost line the standard deviation is about 0.15 mm/s, comparable with $h$, and the expansion (31) does not apply.
